# Negative alpha from a pseudo-core density without core tau: sodium

## What symmetry fixes

Atomic units are used in the algebra. A meta-GGA sees at each point the density $n$, its gradient and the kinetic energy density $\tau=\tfrac12\sum_i f_i|\nabla\phi_i|^2$. Since $\hbar^2/m=1$, $\tau$ has dimension length$^{-5}$. Many local quantities share that dimension (any $n^x|\nabla n|^y$ with $3x+4y=5$, and $\nabla^2n$). Two of them serve as references, the Weizsäcker form and the uniform-gas form,

$$\tau_W[n]=\frac{|\nabla n|^2}{8n},\qquad \tau_U[n]=\tfrac{3}{10}(3\pi^2)^{2/3}n^{5/3},$$

and they define $\alpha=(\tau-\tau_W)/\tau_U$.

In a PAW or pseudopotential calculation with a core correction the smooth density is a sum $n=a+b$ of a valence part $a$ and a pseudo-core part $b$, both positive. Let $\mathbf s=\nabla\ln a$, $\mathbf c=\nabla\ln b$, $f=a/n$, and consider the mixing term

$$M=\tau_W[a]+\tau_W[b]-\tau_W[a+b].$$

Three properties fix its form. First, $\tau_W[\lambda n]=\lambda\tau_W[n]$, so $M$ is $n$ times a function of $f,\mathbf s,\mathbf c$. Second, $M$ is a rotational scalar quadratic in the gradients. Third, multiply both densities by $e^{\mathbf k\cdot(\mathbf r-\mathbf r_0)}$. At $\mathbf r_0$ the values are unchanged and $\nabla n\to\nabla n+\mathbf k n$, so $\tau_W[n]$ gains $\tfrac14\mathbf k\cdot\nabla n+\tfrac18k^2n$. This gain is linear in $n$, so the gains of $a$ and $b$ cancel that of $a+b$, and $M$ is invariant under $\mathbf s\to\mathbf s+\mathbf k$, $\mathbf c\to\mathbf c+\mathbf k$. It therefore depends on $\mathbf s-\mathbf c$ alone:

$$M=n\,h(f)\,|\mathbf s-\mathbf c|^2 .$$

One special case gives $h$. Take $\mathbf c=0$. Then $\tau_W[a]=as^2/8$, $\tau_W[b]=0$, and $\tau_W[a+b]=a^2s^2/(8n)$, so $M=(as^2/8)(1-a/n)=ab\,s^2/(8n)$. Restoring the invariance,

$$\tau_W[a+b]=\tau_W[a]+\tau_W[b]-\frac{ab}{8(a+b)}|\mathbf s-\mathbf c|^2. \tag{1}$$

Equation (1) was tested symbolically with general three-dimensional gradients. It says $M\ge0$, with $M=0$ where the two densities have the same logarithmic slope.

Let the functional be fed $\tau=\tau_v+\tilde\tau_c$, with $\tau_v$ from the valence orbitals and $\tilde\tau_c$ whatever is supplied for the core. Subtracting (1) from this,

$$\tau-\tau_W[n]=\underbrace{\tau_v-\tau_W[a]}_{P_v}+M+\tilde\tau_c-\tau_W[b]. \tag{2}$$

The sign of $\alpha$ is the sign of this sum. Its pieces are the valence Pauli term $P_v$, the mixing term $M$, the debit $-\tau_W[b]$ that comes with the core density, and the credit $\tilde\tau_c$.

## The valence Pauli term

For real orbitals with occupations $f_i\ge0$, $a=\sum f_i\phi_i^2$ and $\nabla a=2\sum f_i\phi_i\nabla\phi_i$. Let $\mathbf e$ be the unit vector along $\nabla a$. The Cauchy–Schwarz inequality on the vectors $\sqrt{f_i}\,\phi_i$ and $\sqrt{f_i}\,\mathbf e\cdot\nabla\phi_i$ gives

$$|\nabla a|^2\le4\Big(\sum f_i\phi_i^2\Big)\Big(\sum f_i(\mathbf e\cdot\nabla\phi_i)^2\Big)\le 4a\cdot2\tau_v ,$$

where the last step adds the transverse gradient components. Dividing by $8a$ gives $P_v\ge0$. For a single real spatial orbital, $a=f_1\phi^2$ and $|\nabla a|^2/(8a)=4f_1^2\phi^2|\nabla\phi|^2/(8f_1\phi^2)=\tau_v$, so $P_v=0$.

The proof needs density and $\tau$ built from the same orbitals. It applies to $a$ with $\tau_v$ and to the all-electron atom. It says nothing about $a+b$ with $\tau_v$ alone. Sodium, with one 3s valence orbital, has $P_v=0$ everywhere and no reserve from this term.

## Mixing against the core debit

Set $\tilde\tau_c=0$ and $P_v=0$ in (2). With $\tau_W[b]=bc^2/8$ and $ab/(a+b)=bf$,

$$\tau-\tau_W[n]=\frac b8\Big(f\,|\mathbf s-\mathbf c|^2-|\mathbf c|^2\Big), \tag{3}$$

so $\alpha<0$ if and only if

$$\sqrt f\,|\mathbf s-\mathbf c|<|\mathbf c|. \tag{4}$$

The omission therefore does not force a negative $\alpha$; it does so where (4) holds. In a spherical atom $s$ and $c$ are radial slopes, and four regimes can be read off.

Where the core dominates, $f\to0$ at finite $s$, and (4) holds wherever $c\ne0$.

At a maximum of the valence density $s=0$, and (4) reads $\sqrt f<1$, which is true for any $b>0$ with $c\neq0$. There $\tau=\tau_v=0$ and $\alpha=-\tau_W/\tau_U$. With the reduced gradient $p=|\nabla n|^2/[4(3\pi^2)^{2/3}n^{8/3}]$,

$$\frac{\tau_W}{\tau_U}=\frac{|\nabla n|^2}{8n}\cdot\frac{10}{3(3\pi^2)^{2/3}n^{5/3}}=\frac{5}{3}p ,$$

because $10/24=\tfrac53\cdot\tfrac14$. So $\alpha=-5p/3$. Since $\tau\ge0$ implies $\alpha\ge-5p/3$ at each point, the valence maximum reaches the floor set by its own $p$. The floor varies with $r$, so this need not be the most negative $\alpha$ in the atom.

Where both densities fall, $s<0$ and $c<0$, we have $|s-c|=\big||s|-|c|\big|$, which is below $|c|$ when $0<|s|<2|c|$. Since $f<1$, (4) follows. Far out, a Kohn–Sham orbital of eigenvalue $\epsilon$ decays as $e^{-\kappa r}$ with $\kappa=\sqrt{-2\epsilon}$ up to powers of $r$, so $s\to-2\kappa_v$ and $c\to-2\kappa_c$. The core is bound more tightly, and the tail satisfies the condition. The size of the violation follows from (3) with $f\to1$: the numerator $b(s^2-2sc)/8$ falls as $e^{-2\kappa_cr}$ and $\tau_U$ as $e^{-10\kappa_vr/3}$, so $\alpha\to0^-$ when $\kappa_c/\kappa_v>5/3$.

Where the valence rises and the core falls, $s>0$ and $c<0$, we have $|s-c|=s+|c|$ and condition (4) becomes $s<|c|(f^{-1/2}-1)$. For $b\ll a$, $f^{-1/2}=(1+b/a)^{1/2}\approx1+b/(2a)$, so the threshold is about $|c|\,b/(2a)$. Wherever $s$ exceeds the threshold, $\alpha$ is positive; just inside a valence maximum $s$ drops below it and $\alpha$ is negative. Formula (3) and criterion (4) were tested against $\tau_v-\tau_W[n]$ from the definition, once for the pseudo-atom below and once for the all-electron 3s orbital with a strongly scaled-down core, a case in which both signs occur.

A spin-polarized atom adds one more case. Exchange obeys $E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x[2n_\uparrow]+\tfrac12E_x[2n_\downarrow]$, with $\tau_\sigma$ doubled likewise. A closed-shell core divides equally, so with the 3s electron up, the down channel has $2n_\downarrow=b$ and $2\tau_\downarrow=\tilde\tau_c$. This is $a=0$ in (2), and without a core $\tau$

$$\alpha_\downarrow=-\tau_W[b]/\tau_U[b]=-\tfrac53p[b]\propto -c^2b^{-2/3},$$

which is negative wherever $c\ne0$ and diverges in the tail.

A valence with several orbitals adds $P_v\ge0$ to (3), and $\alpha<0$ then requires $\tau_W[b]>P_v+M$.

## The condition on the core credit

In (2), $P_v\ge0$ and $M\ge0$, so $\tau-\tau_W[n]\ge\tilde\tau_c-\tau_W[b]$ for any valence built from orbitals. The bound is attained: a single orbital with $\mathbf s=\mathbf c$ at the point has $P_v=M=0$, and so does an empty channel. Hence $\alpha\ge0$ for every such valence if and only if

$$\tilde\tau_c(\mathbf r)\ge\tau_W[b](\mathbf r)\quad\text{at every point.} \tag{5}$$

Both directions were tested. A numerical minimization over the slope of one valence orbital, at four radii, found the minimum at $s=c$ with value $\tilde\tau_c-\tau_W[b]$, also for a $\tilde\tau_c$ lowered below $\tau_W[b]$. Random valences of one to three orbitals all had $\tau>\tau_W[n]$, that is $\alpha>0$, with the core $\tau$ built below; without it, a fraction 0.67 of that particular ensemble had $\tau<\tau_W[n]$.

The argument assumes that everything in $n$ other than $b$ comes from the orbitals that build $\tau_v$. A further density without its own $\tau$, such as a compensation charge kept in the exchange-correlation density, reopens the problem. Where it is positive it plays the part of $b$. Where the non-orbital density is negative, the factor $ab/(a+b)$ in (1) changes sign, $M$ is negative and unbounded below in $|\mathbf s-\mathbf c|$, and (5) gives no guarantee.

## The Pauli term of the true core

Condition (5) is an inequality; outside the pseudization radius the true core fixes the value. For a closed shell with orbitals $R_i(r)Y_{lm}$,

$$|\nabla(RY)|^2=R'^2|Y|^2+\frac{R^2}{r^2}|\nabla_\Omega Y|^2 .$$

The addition theorem gives $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$. The angular Laplacian of this constant vanishes, and $\Delta_\Omega|Y|^2=2|\nabla_\Omega Y|^2-2l(l+1)|Y|^2$, so $\sum_m|\nabla_\Omega Y|^2=l(l+1)(2l+1)/4\pi$. With $f_i$ the shell occupation and $n_i=f_iR_i^2/4\pi$,

$$\tau_c=\frac1{8\pi}\sum_if_iR_i'^2+\sum_i\frac{l_i(l_i+1)}{2r^2}n_i .$$

From $n_c=\sum f_iR_i^2/4\pi$ and $n_c'=2\sum f_iR_iR_i'/4\pi$ follows $\tau_W[n_c]=(\sum f_iR_iR_i')^2/(8\pi\sum f_iR_i^2)$. Over a common denominator the radial part of $\tau_c-\tau_W$ has the numerator

$$\sum_if_iR_i^2\sum_jf_jR_j'^2-\Big(\sum_if_iR_iR_i'\Big)^2=\sum_{i<j}f_if_j\,(R_iR_j'-R_jR_i')^2,$$

where the $i=j$ terms cancel and each pair $i\neq j$ completes a square. The denominator is $8\pi\sum f_iR_i^2=2(4\pi)^2n_c$, so

$$P_c=\tau_c-\tau_W[n_c]=\sum_i\frac{l_i(l_i+1)}{2r^2}n_i+\sum_{i<j}\frac{f_if_j(R_iR_j'-R_jR_i')^2}{2(4\pi)^2n_c}. \tag{6}$$

For the $1s^22s^22p^6$ core the nodeless 2p shell makes the first sum positive at all $r>0$, so $\alpha_c=P_c/\tau_U[n_c]$ has a logarithm. For a $1s^2$ core both sums are empty, $P_c=0$, and the consistent choice is $\tilde\tau_c=\tau_W[b]$ with nothing further to construct.

## A smooth core tau

For $r\ge r_c$ take $b=n_c$ and $\tilde\tau_c=\tau_c$. Inside, pseudize the Pauli part and let the Weizsäcker part follow the pseudo-density:

$$\tilde\tau_c=\tau_W[b]+\tilde\alpha_c\,\tau_U[b],$$
$$\ln b=\beta_0+\beta_2r^2+\beta_4r^4+\beta_6r^6,\qquad \ln\tilde\alpha_c=\gamma_0+\gamma_2r^2+\gamma_4r^4. \tag{7}$$

The four $\beta$ match the value and three derivatives of $\ln n_c$ at $r_c$, and the three $\gamma$ match the value and two derivatives of $\ln\alpha_c$. These systems have unique solutions: in $y=r^2$, with $dy/dr\ne0$ at $r_c$, the polynomials are the Taylor polynomials about $y=r_c^2$.

Condition (5) holds inside because $\tilde\alpha_c$ is an exponential, and outside by (6). For smoothness, $b$ is $C^3$ at $r_c$, so $c=(\ln b)'$ and $\tau_W[b]=bc^2/8$ are $C^2$; $\tilde\alpha_c$ is $C^2$ by its matching, and $\tilde\tau_c$ is $C^2$, one order lower than $b$. At the origin $c$ is odd in $r$, so $c^2$ and $\tilde\tau_c$ are even, that is, smooth functions of $x^2+y^2+z^2$. The interior form (7) is a choice. The inequality (5) is required for $\alpha\ge0$ wherever the functional is evaluated on the smooth quantities, and the matching to $\tau_c$ is required for the true core value outside $r_c$.

Two shorter recipes can be weighed against this. The Thomas–Fermi choice $\tilde\tau_c=\tau_U[b]$ meets (5) where $1\ge5p[b]/3$ and violates it where $p[b]>3/5$, which includes the whole exponential tail. The Weizsäcker choice $\tilde\tau_c=\tau_W[b]$ meets (5) with equality and omits $P_c$ outside $r_c$.

## The sodium atom

The atom is computed in nonrelativistic, spherical, spin-restricted LDA with Perdew–Wang correlation, configuration $1s^22s^22p^63s^1$, in a radial B-spline basis. This is a reference level that leaves out relativity and self-consistency in a meta-GGA; statements (1) to (7) do not depend on which functional made the orbitals. The total energy is $-4392.9025$ eV against $-4392.9020$ eV from an independent Gaussian-basis calculation. That calculation, using Cartesian gradients, also tested the 3s eigenvalue, the core density, $\tau_c$ and formula (6) at four radii. The 2p and 3s eigenvalues are $-28.853$ and $-2.816$ eV, so $\kappa_c/\kappa_v=\sqrt{28.853/2.816}=3.20>5/3$.

The radii are chosen as $r_v=1.30$ Å for the valence and $r_c=1.00$ Å for the core. The pseudo-3s function is the exponential of an even polynomial of degree eight, matched in value and three derivatives and conserving the norm 0.15685 inside $r_v$. To evaluate $\tau_W$ and $\tau_U$ in eV and Å, multiply by $\hbar^2/m=27.21139\times0.529177^2=7.620$ eV Å$^2$.

**The joint at $r_c$.** With $\beta_2,\beta_4,\beta_6=-7.4647,\ 2.7590,\ -0.5568$ in powers of Å$^{-1}$, the slope at $r=1$ Å is $2(-7.4647)+4(2.7590)+6(-0.5568)=-7.234$ Å$^{-1}$, the core value. With $b=0.07897$ Å$^{-3}$, $\tau_W[b]=7.620\times0.07897\times7.2341^2/8=3.936$ eV/Å$^3$. The true $\tau_c$ is 4.4797, so $P_c=4.4797-3.9366=0.5431$ eV/Å$^3$, and $\alpha_c=0.5431/0.3180=1.708$. The polynomial gives $\exp(-1.4031+2.2850-0.3468)=1.708$. One-sided fits to $\ln\tilde\tau_c$ from inside and outside give the same first derivative, $-7.7913$ Å$^{-1}$, and second derivative, 1.878 Å$^{-2}$, which tests the $C^2$ claim. At the origin $\tau_W[b]=0$, and with $b(0)=15.2388$ Å$^{-3}$, $\tilde\tau_c(0)=0.2458\times7.620\times2.871\times15.2388^{5/3}=504$ eV/Å$^3$. The pseudo-core holds 5.29 of the ten core electrons, and $\tilde\tau_c$ integrates to 269 eV against 4368 eV for the true core. Its plane-wave convergence is not examined here.

The margin in (5) is narrow: $P_c/\tau_W[b]=0.5431/3.9366=14\%$ at $r_c$. A representation of $\tilde\tau_c$ on a grid that errs low by more than about 12% there ($0.5431/4.4797$, at fixed $b$) makes the empty channel negative again. The tolerance shrinks outward: at 1.156 Å it is $0.1408/1.3615=10\%$, and it keeps falling in the tail.

**The valence maximum.** It lies at $r_m=1.1557$ Å, with $a=0.02012$ and $b=0.02605$ Å$^{-3}$, $n=0.04617$ Å$^{-3}$, $f=0.436$, $c=-7.0138$ Å$^{-1}$, $s=0$. Each piece of (2), in eV/Å$^3$:

- $P_v=0$.
- $\tau_W[b]=7.620\times0.02605\times7.0138^2/8=1.221$.
- $M=f\,\tau_W[b]=0.436\times1.2207=0.532$, from (1) with $s=0$.
- $\tilde\tau_c=1.3615$, of which $P_c=1.3615-1.2207=0.1408$.
- $\tau_U[n]=7.620\times2.871\times0.04617^{5/3}=0.1300$.

Without a core $\tau$, $\alpha=(0.5319-1.2207)/0.1300=-5.30$, and $-\tfrac53\times3.1788=-5.298$ agrees. The mixing term repays 44% of the debit. With the Weizsäcker choice the debit is cancelled and $\alpha=0.5319/0.1300=4.09$. With the consistent $\tilde\tau_c$, $\alpha=(0.5319+0.1408)/0.1300=5.17$. The all-electron value is 5.19; the small difference arises because $r_m<r_v$, where the valence is pseudized, the core being the true one at this radius.

**The radial profile** of $\alpha$ for the spin-restricted atom:

| $r$ (Å) | none | TF | W | consistent | all-electron |
|---|---|---|---|---|---|
| 0.25 | −0.12 | 0.88 | 0.00 | 0.28 | 0.62 |
| 0.50 | −0.84 | 0.16 | 0.00 | 0.43 | 0.45 |
| 1.00 | −6.60 | −5.90 | 2.04 | 3.23 | 3.35 |
| 1.50 | −1.20 | −1.17 | 2.24 | 2.52 | 2.52 |
| 2.00 | −0.163 | −0.163 | 0.247 | 0.268 | 0.268 |
| 3.00 | −0.0059 | −0.0059 | 0.0060 | 0.0063 | 0.0063 |

Without a core $\tau$, $\alpha$ is negative at every point scanned from 0.011 to 4.0 Å, with its minimum $-6.61$ at 1.011 Å, inside the valence maximum. Beyond $r_m$ the negative sign and the slope conditions $s<0$, $c<0$, $|s|<2|c|$ were tested. Near the origin, $s=2(\ln R_{3s})'\approx4\times1.7371\,r=6.95\,r$ and $c\approx-14.93\,r$ in Å$^{-1}$ for $r$ in Å, while $f=0.00380/15.24$ gives $\sqrt f=0.0158$. The ratio of the two sides of (4) is $0.0158\times21.88/14.93=0.023$, so $\alpha<0$, vanishing as $r^2$. Between these regimes the sign is a computed result for this pseudization.

The Thomas–Fermi choice violates (5) from 0.526 Å outward and leaves $\alpha<0$ on 87% of the scanned range. At $r_c$ it supplies 0.318 against a debit of 3.94 eV/Å$^3$. The consistent and all-electron columns coincide beyond $r_v$ by construction. Inside $r_c$ they are not meant to agree, and 0.28 against 0.62 at 0.25 Å reflects the choice (7).

In the empty spin channel $\alpha_\downarrow=-3.9366/0.3180=-12.4$ at $r_c$ and $-802$ at 2.0 Å, where the consistent values are $+1.71$ and $+41.6$.

## What the functional does with it

SCAN exchange has the energy density $n\epsilon_x^{\rm LDA}F_x$, with $\epsilon_x^{\rm LDA}<0$ and

$$F_x=\big[h_1+f_x(\alpha)(h_0-h_1)\big]g(p).$$

Its published parameters give $h_0=1.174$, $1\le h_1\le1.065$, $0<g\le1$ (with $g=1$ at $p=0$), and $f_x=\exp[-c_1\alpha/(1-\alpha)]$ with $c_1=0.667$ for $\alpha<1$, while $f_x<0$ for $\alpha>1$. For $0\le\alpha<1$, $0<f_x\le1$ and the bracket lies between $h_1$ and $h_0$; for $\alpha>1$ it lies below $h_1$. So $F_x\le1.174$ for $\alpha\ge0$. For $\alpha<0$ the exponent is $+c_1|\alpha|/(1+|\alpha|)$, so $1<f_x<e^{c_1}=1.95$ and the bracket exceeds $h_0$. For the spin-restricted sodium atom the largest $F_x$ on the scanned range is 1.234, at 0.72 Å, without a core $\tau$ and 1.150 with the consistent one. The implementation used was tested against libxc on the consistent input.

One guard replaces $|\nabla n|^2$ by $\min(|\nabla n|^2,8n\tau)$. Where it acts, $\alpha=0$, $f_x=1$ and $F_x=h_0\,g(p')$ with a reduced $p'<p$. The bound on $F_x$ is restored, but the point is treated as a one-orbital region, even where the correct $\alpha$ is 2.52 and $f_x<0$, as at 1.5 Å.

How much reaches the energy depends on where smooth terms cancel. In PAW,

$$E_{xc}=E_{xc}[\tilde n+b,\tilde\tau+\tilde\tau_c]+E^1_{xc}[n^1+n_c,\tau^1+\tau_c]-E^1_{xc}[\tilde n^1+b,\tilde\tau^1+\tilde\tau_c].$$

Inside the sphere, complete partial waves give $\tilde n^1=\tilde n$ and $\tilde\tau^1=\tilde\tau$. The first and third integrands then cancel for any $\tilde\tau_c$ used in both. If the one-centre integrals end at $r_v$, the region outside enters through the first term alone, and a wrong $\tilde\tau_c$ there is an uncancelled error. One-centre integrals carried through the core tail would correct it for the free atom; among neighbours they would do so where the one-centre expansion still reproduces $\tilde n$ and $\tilde\tau$.

About 0.04 core electrons lie outside $r_v$. On the fixed LDA orbitals, the SCAN exchange energy from $r>r_v$ is $-1.889$ eV for the unpolarized atom with the consistent $\tilde\tau_c$, which here is the all-electron input. Polarizing the 3s electron without relaxing the orbitals changes it by $-0.520$ eV. Correlation is left out. The errors relative to these two values, in eV:

| $\tilde\tau_c$ | $E_x$ | polarization difference |
|---|---|---|
| none | −0.208 | +0.065 |
| none, capped | −0.168 | +0.046 |
| Thomas–Fermi | −0.207 | +0.065 |
| Weizsäcker | −0.009 | −0.007 |

Omitting the core $\tau$ makes exchange too negative by $0.2077/1.8892=11\%$ of the outer exchange energy for $r_v=1.30$ Å. The share depends on where the outer region begins: on the all-electron densities it is 18% from 1.0 Å, 5% from 1.6 Å and 1% from 2.0 Å. The sign is the one expected from the switch, since lowering $\alpha$ raises $f_x$; $h_1$ also depends on $\alpha$, so the net sign is a computed result. The error does not drop out of the energy difference, where $0.0649/0.5204=12\%$ of the outer polarization exchange energy is lost. Part of the reason can be derived: the omission shifts $\alpha$ by $-\tilde\tau_c/\tau_U[n]$, and the majority channel has $n=2a+b$ in place of $a+b$, so its shift is smaller, by a factor approaching $2^{5/3}$ where $a\gg b$. A smaller shift does not by itself give a smaller error, because the energy weight $\tfrac12(2a+b)^{4/3}$ of the majority channel approaches $2^{1/3}$ times the unpolarized one and $f_x$ is nonlinear. The polarized error $-0.2077+0.0649=-0.143$ eV is therefore a computed result. Of it, $-0.134$ eV comes from the majority channel and the remainder, under 0.01 eV in size, from the empty channel, whose $\alpha$ is far more negative but whose density is small.

The pieces of $\tilde\tau_c$ can now be ranked for this region. Supplying $\tau_W[b]$ first removes $0.2077-0.0085=0.199$ eV, or 96% of the error, and $P_c$ removes the last 0.009 eV; since $F_x$ is nonlinear in $\alpha$, the split refers to this order. The uniform-gas term removes less than 0.001 eV. Two things combine: $\tau_U[b]/\tau_W[b]=3/(5p[b])$ is only 0.02 at $r_v$ and falls outward as $b^{2/3}/c^2$, and $f_x$ flattens toward $e^{c_1}$ at negative $\alpha$, so a small first credit changes the energy less than in proportion. The cap leaves $0.1681/0.2077=81\%$ of the error in place while showing $\alpha\ge0$ everywhere, so a non-negative $\alpha$ in a capped evaluation is no evidence that the core $\tau$ is consistent. For $r_v=1.30$ Å the Weizsäcker choice errs in the polarization difference with the opposite sign; this sign is not general and reverses when the outer region begins at 1.6 Å. It sets $\alpha_\downarrow=0$ throughout the empty channel where the correct value is large and positive, and this channel supplies $-0.006$ of the $-0.007$ eV. The majority channel errs by $-0.0095$ eV against $-0.0085$ eV for the unpolarized atom, so it gives the same sign on its own.

## Numbers as computed

```
bohr = 0.529177 A, hartree = 27.21139 eV
r_v = 1.30 A, r_c = 1.00 A
E_LDA spline = -4392.9025 eV, Gaussian = -4392.9020 eV
eigenvalues (eV): 1s -1026.408, 2s -56.140, 2p -28.853, 3s -2.816
3s norm inside r_v = 0.15685
a(0) = 0.00380 A^-3, b(0) = 15.2388 A^-3
ln R_3s coef r^2..r^8 (A^-j): 1.7371 -1.2900 0.4103 -0.0511
ln b coef r^2..r^6 (A^-j): -7.4647 2.7590 -0.5568
ln alpha_c c0 = -1.4031, c2,c4 (A^-j): 2.2850 -0.3468
alpha_c(0) = 0.2458, alpha_c(r_c) = 1.7077
tau_core(0) = 503.81 eV/A^3
at r_c: b = 0.07897 A^-3, c = -7.2341 1/A
at r_c: tau_c = 4.4797, tauW[b] = 3.9366 eV/A^3
at r_c: Pauli = 0.5431, tauU[b] = 0.3180 eV/A^3
dln tau/dr at r_c in/out = -7.7913 / -7.7913 1/A
d2ln tau/dr2 at r_c in/out = 1.878 / 1.878 1/A^2
pseudo-core electrons = 5.2929
core electrons outside r_v = 0.038
int tau_core smooth = 268.92 eV
int tau_core all-electron = 4368.4 eV
valence maximum r_m = 1.1557 A
at r_m: a = 0.02012, b = 0.02605 A^-3, c = -7.0138 1/A
at r_m: tauW = 0.6888, tauU = 0.1300 eV/A^3
at r_m: p = 3.1788, alpha none = -5.2980
at r_m: tau_core = 1.3615, tauW[b] = 1.2207 eV/A^3
at r_m: mixing term = 0.5319 eV/A^3
r(A)  alpha: none  TF  W  consistent  all-electron | empty spin: none  cons
0.250 -0.1216 0.8776 0.0001 0.2831 0.6186 | -0.122 0.283
0.500 -0.8358 0.1595 0.0045 0.4284 0.4451 | -0.844 0.426
0.750 -3.4214 -2.4654 0.1513 0.9129 0.9957 | -3.737 0.797
1.000 -6.6001 -5.9024 2.0353 3.2268 3.3479 | -12.377 1.708
1.156 -5.2980 -4.9127 4.0915 5.1748 5.1863 | -24.371 2.812
1.500 -1.2011 -1.1679 2.2383 2.5190 2.5190 | -103.710 8.464
2.000 -0.1633 -0.1628 0.2467 0.2679 0.2679 | -802.015 41.591
3.000 -0.0059 -0.0059 0.0060 0.0063 0.0063 | -44055.936 1089.550
scan range 0.011 to 4.0 A
none: min alpha = -6.609 at 1.011 A, max = -0.000177, fraction<0 = 1.000
TF: min alpha = -5.944 at 1.025 A, max = 0.999, fraction<0 = 0.871
W: min alpha = 9.468e-08 at 0.011 A, max = 4.38, fraction<0 = 0.000
cons: min alpha = 0.0002919 at 4.000 A, max = 5.32, fraction<0 = 0.000
p[b] exceeds 3/5 from r = 0.526 A
max SCAN F_x: none = 1.2336 at 0.720 A, cons = 1.1504
random valences below bound without tau_core: 0.671
SCAN E_x outside r_v, consistent: unpolarized = -1.8892 eV
polarized minus unpolarized, consistent = -0.5204 eV
none: error E_x = -0.2077 eV, error in difference = 0.0649 eV
cap: error E_x = -0.1681 eV, error in difference = 0.0464 eV
TF: error E_x = -0.2071 eV, error in difference = 0.0650 eV
W: error E_x = -0.0085 eV, error in difference = -0.0068 eV
```
